# Central momentum and energy axis in attosecond streaking retrieval

**One gate, two fields**

A streaking trace calculated for 80 eV electrons in an 800 nm pulse was inverted by ptychographic iteration. The recovered infrared gate was converted to a vector potential in two ways. One formula gave a root-mean-square error of 6.7%, the other 1.35%, relative to the root-mean-square true vector potential. Iterating again with the same trace laid out on a linear momentum axis gave 0.19%. The settings behind these numbers are the central momentum $k_0$ and the axis used for the Fourier transform. They matter for measured traces and for photoelectron spectra computed by time-dependent electronic-structure programs.

**What the trace contains**

Atomic units are used in the equations. The electron has charge $-1$, the infrared field is $-dA/dt$, and $A$ vanishes before and after the pulse. An electron with final momentum $p$ has kinetic momentum $p+A$ inside the field. Emission is along the polarization, from one bound level. In the strong-field approximation the ion's force on the free electron is omitted. The dipole matrix element is constant across the line.

Let $P(t)$ be the source of electrons made by the attosecond pulse, in a frame rotating at the central energy $W_0=k_0^2/2$. If the packet is born at infrared time $\tau$, the amplitude obeys

$$i\dot a=\left[\tfrac12(p+A(t+\tau))^2-W_0\right]a+P(t).$$

With $E=p^2/2-W_0$, the bracket is $E+pA+A^2/2$. An integrating factor gives, at a late time $T$,

$$a(T)=-i\int dt\,P(t)\,e^{-iE(T-t)}e^{-i\int_t^T(pA+A^2/2)\,dt'},$$

where $A$ is taken at $t'+\tau$. The factor $-ie^{-iET}$ has unit modulus. Shifting the inner variable by $\tau$ and extending $T$ to infinity leaves

$$|a(p,\tau)|=\left|\int dt\,P(t)e^{iEt}e^{-i\int_{t+\tau}^{\infty}(pA+A^2/2)dt'}\right|.\tag{1}$$

Without infrared light this is the modulus of $B(E)=\int P(t)e^{iEt}dt$. If $B$ has phase $\varphi_2E^2/2+\varphi_3E^3/6$, its group delay is $\varphi_2E+\varphi_3E^2/2$. Positive dispersion $\varphi_2$ thus delays the faster electrons near the line centre.

The central-momentum approximation replaces $p$ by $k_0$ in the last exponential:

$$S(E,\tau)=\left|\int P(t)G(t+\tau)e^{iEt}dt\right|^2,\qquad |G|=1.\tag{2}$$

The gate rate is $u=d\arg G/dt$. Differentiating the lower limit of the integral gives $u=k_0A+A^2/2$. That is the rate inserted by the approximation; a fit to the full trace (1) finds a different one.

**Why the recovered gate obeys another formula**

Expand the infrared integrals about $\tau$, because the packet is short compared with the infrared period. With $A$ and $A'$ evaluated at $\tau$,

$$\int_{\tau+t}^{\infty}A\,dt'=\text{const}-At-\tfrac12A't^2+\cdots,$$

$$\int_{\tau+t}^{\infty}\tfrac12A^2dt'=\text{const}-\tfrac12A^2t-\tfrac12AA't^2+\cdots.$$

Multiply the first by $-p$, the second by $-1$, and add $Et$. The phase in (1) becomes

$$\text{const}+t\left(\tfrac12k^2-W_0\right)+\tfrac12A'k\,t^2,\qquad k=p+A.\tag{3}$$

The constant may depend on $p$, but it drops out of the modulus. To this order the streaked spectrum is therefore the field-free one evaluated at $k$, with an added infrared chirp $A'k$: the field translates the packet in momentum, not in energy. The omitted terms matter more for longer packets.

Where $A'=0$, an electron born with energy $k^2/2$ arrives with $(k-A)^2/2$. The line centre moves by

$$\Delta W=\tfrac12(k_0-A)^2-\tfrac12k_0^2=-k_0A+\tfrac12A^2.$$

At fixed delay $dp=dk$, so $dW=p\,dp=(p/k)(k\,dk)$. The energy width is multiplied by $(k_0-A)/k_0$. Model (2), with its inserted rate, instead puts the centre at $E+u=0$, or $\Delta W=-k_0A-A^2/2$, and leaves the width unchanged. The two centres differ by $A^2$.

During a fit the gate is free, so it can place each line correctly by taking

$$u=k_0A-\tfrac12A^2.\tag{4}$$

The error left in the linear term of (3) follows by subtraction:

$$\left(\tfrac12k^2-W_0\right)-(E+u)=A(p+A-k_0)=A(k-k_0).$$

It vanishes at the line centre and is linear across the line: it is the missing change of width. The infrared chirp is also inexact. The gate supplies $u'=A'(k_0-A)$, whereas (3) requires $A'k$, so an error $-AA'$ remains even at the line centre, where $k=k_0$. Equation (4) is quadratic in $A$; the root that vanishes with $u$ is

$$A=k_0-\sqrt{k_0^2-2u}.\tag{5}$$

Using the inserted rate gives $A_n=-k_0+\sqrt{k_0^2+2u}$ instead. Equating $k_0A_n+A_n^2/2$ to (4) and setting $A_n\simeq A$ in the small term gives

$$A_n\simeq A-A^2/k_0.\tag{6}$$

The bias has the same sign on both half-cycles: it lowers positive crests and deepens negative ones. When the positive and negative half-cycles nearly balance, a fitted overall scale hardly sees it. In the example that scale was 1.004 although the waveform error was 6.7%.

**Using a linear momentum axis**

Since the motion is a translation in $p$, take the Fourier variable

$$q=k_0(p-k_0).$$

It has units of energy and agrees with $E$ to first order near the centre. Write the field-free amplitude as $\int\chi(s)e^{ik_0(k-k_0)s}ds$, and give the gate the rate $k_0A$. The model phase is then

$$qs+k_0As+\tfrac12k_0A's^2=k_0(k-k_0)s+\tfrac12k_0A's^2.$$

The linear term is the required translation, so the centre and width errors are both gone at this order. The field is $A=u/k_0$.

An error remains in the infrared chirp. Time $t$ is conjugate to $E$, and $s$ to $k_0(k-k_0)$. Since $dE=k\,dk$, their leading relation is $s=(k/k_0)t$. The model chirp is therefore $A'k^2/k_0$ instead of $A'k$, a relative error $(k-k_0)/k_0$. For a line of standard deviation $\sigma_E$ this is about $\sigma_E/(2W_0)$.

The function $\chi(s)$ is not yet the packet in time. Evaluate its transform at $q=k_0(\sqrt{2(W_0+E)}-k_0)$ to obtain $B(E)$, then transform $B(E)$ to time.

The intensity must also be a density in the chosen variable. A translation conserves $\int|a|^2dp$. Model (2) conserves the total of each delay row, because $|G|=1$. Thus use $|a|^2$ on the momentum axis and $|a|^2k_0/p$ on the energy axis. The packet recovered on the energy axis then has the transform $B\sqrt{k_0/p}$; multiply it by $\sqrt{p/k_0}$ to obtain $B$. If $|a|^2$ is a density in three-dimensional momentum, counts per energy in a small fixed solid angle are proportional to $p|a|^2$, since $p^2dp=p\,dW$. Divide them by $p$ for the momentum trace and by $p^2$ for the energy trace.

**The iteration**

For delay $\tau_j$, form $\psi_j=P(t)G(t+\tau_j)$ and transform it to energy. Keep the phase, replace the modulus by $\sqrt{S}$, transform back to $\psi_j'$, and set $d=\psi_j'-\psi_j$. At fixed $\psi_j'$, the squared distance $\int|\psi_j'-PG|^2dt$ falls fastest along $G^*d$ when $P$ changes and along $P^*d$ when $G$ changes. Hence

$$P\leftarrow P+b\,G^*d,\qquad G\leftarrow G+b\,\frac{P^*d}{\max|P|^2},$$

with the old $P$ and $G$ on the right. Then divide $G$ by $|G|$. The denominator prevents large gate steps where $P$ is strong; where $P$ is weak, the gate is hardly changed. Visit the delays in random order. Here $b$ fell from 0.9 towards 0.09 over 300 passes.

The starting packet has the field-free spectral modulus and a flat phase. The starting gate rate is minus the shift of each row's mean energy, since (2) places the line at $E=-u$.

**What the trace cannot decide**

Several changes leave (2) unaltered, or alter it only in a way that row normalization or an unknown delay sign can hide.

1. *Scale and phase.* $P\to cP$, $G\to G/c$ leaves the product unchanged. The condition $|G|=1$ fixes $|c|$; a constant phase remains.

2. *Time zero.* Shifting $P$ and $G$ by the same time shifts every product, which changes only spectral phases. An absolute time needs outside information.

3. *Frequency.* With $P\to Pe^{-i\nu t}$ and $G\to Ge^{i\nu t}$, the product gains $e^{i\nu\tau}$, constant within a row. An exchange of 3 eV, or 0.110 au, would add a false offset $0.110/2.425=0.045$ au to $A$, about 22% of the amplitude used below. Remove it by requiring a flat gate where the infrared field is absent. The scan must reach such delays.

4. *Row normalization.* With $P\to Pe^{\eta t}$ and $G\to Ge^{-\eta t}$, each row is multiplied by $e^{-2\eta\tau}$. Normalizing rows separately hides this factor. The condition $|G|=1$ excludes the change.

5. *Regular delays.* If the delays are multiples of $D$ and $h(t+D)=h(t)$ with $|h|=1$, then $Ph$ and $Gh^*$ give the same products. This survives $|G|=1$. For $D=200$ as the false sidebands are $2\pi\hbar/D=20.7$ eV apart. A periodic phase of amplitude 0.6 rad left a regular trace unchanged to rounding, but changed the irregularly sampled trace by 45% in relative norm. Irregular known delays remove this 200 as freedom. The delays used here still share a step of 50 as, but a phase with that period is constant on the 50 as time grid and has no effect there.

6. *Delay sign.* Replacing $P(t),G(t)$ by $P^*(-t),G^*(-t)$ reverses the delay axis. A wrong delay sign therefore reverses the sign of $\varphi_2$.

The central momentum adds an approximate scaling. On the energy axis the data fix $u\simeq k_0A$, so raising the assumed $k_0$ lowers $A$ in proportion. On the momentum axis the gate rate is the assumed $k_0$ times the measured momentum shift; dividing by the same $k_0$ cancels the error to leading order.

**Worked example**

The infrared vector potential is $A_0\cos^2(\pi t/T)\cos(\omega t+0.6)$ for $|t|<T/2$, with $T=12$ fs. An intensity of $5\times10^{12}$ W/cm² corresponds to 61.4 MV/cm, or 0.01194 au. With $\omega=0.05695$ au, $A_0=0.01194/0.05695=0.2096$ au. The electron energy of 80 eV is 2.940 au, so $k_0=\sqrt{2\times2.940}=2.425$ au.

The packet has a Gaussian spectrum 9.12 eV wide at half maximum, which would support 200 as. With $\varphi_2=16000$ as² and $\varphi_3=1.5\times10^6$ as³ it lasts 268 as.

The largest positive $A$ is 0.2087 au. There the kinematic shift is

$$-2.425(0.2087)+\tfrac12(0.2087)^2=-0.484\ \text{au}=-13.2\ \text{eV},$$

whereas the central-momentum centre is $-14.4$ eV. Quadrature of (1) for the unchirped packet gives $-12.9$ eV. The field's curvature accounts for most of the last 0.3 eV. The packet's time variance is 12.3 au², so its mean $A$ lies below the crest by about $\frac12\omega^2A(12.3)=0.0042$ au. Multiplication by $k_0-A=2.216$ gives 0.25 eV. The width factor is 0.920, against the predicted $2.216/2.425=0.914$.

The full traces were made by quadrature of (1) at 77 delays from $-7.55$ to $7.55$ fs, nominally 200 as apart with random offsets of 0 or ±50 as. The retrieval used 128 time points 50 as apart. Trace error below means the norm of the intensity difference divided by the norm of the input trace.

With the true packet and field inserted, without fitting, the trace error is 7.5% for rate $k_0A+A^2/2$, 3.2% for (4), and 1.4% on the momentum axis. This ranks the models independently of the iteration.

The next table gives retrieved values. "Model" is a trace made from (2) itself; the other traces come from (1). The gate rate was smoothed by a fourth-order polynomial over 21 points, and the resulting vector potential was compared after removing its best time shift. "Field error" means the relative error of $A$; that of $-dA/dt$ can be larger. The field of the "Energy" run uses (5). That of the "Model" run uses $u=k_0A+A^2/2$, the rate from which its trace was made.

| Run | Trace error | Duration | $\varphi_2$ (as²) | Field error |
|---|---:|---:|---:|---:|
| Model | 0.06% | 268 as | 15997 | 0.18% |
| Energy | 2.78% | 271 as | 16309 | 1.35% |
| Momentum | 0.58% | 270 as | 15963 | 0.19% |
| Momentum, $k_0$ +5% | 0.75% | 272 as | 16405 | 0.37% |
| Momentum, noise | 3.98% | 273 as | 16037 | 0.60% |

The first run began with a 21.7% trace error and a 203 as packet, so the iteration supplied the missing spectral phase. The noise run has Poisson noise at an expected total of one million counts. The last digits depend on the random delay offsets and visiting order: other draws gave field errors of 1.1 to 1.2% on the energy axis and 0.20 to 0.24% on the momentum axis, and moved $\varphi_2$ by up to 0.8% and 0.2% respectively. The ranking of the axes did not change.

The momentum axis improves the field and the trace fit much more than the packet. Packet fidelity is the squared normalized overlap of the complex spectra after removing a time shift. It is 0.9999 on both axes, and the durations differ by 1 as. For this narrow line, a duration alone is little reason to change axis; a field waveform is a good one.

A small residual is not a measure of parameter error. The fitted momentum trace has an error of 0.58%, below the 1.4% found with the true packet and field. The free functions have absorbed part of the model's defect. Likewise, a 5% error in $k_0$ raises the residual only from 0.58% to 0.75%, while $\varphi_2$ rises by 2.8%. The field scale on the momentum axis stays at 0.997; on the energy axis it falls to 0.952, close to $1/1.05$.

Timing needs separate care. In the model run packet and gate shift together by about $-24$ as, as ambiguity 2 allows. On the momentum axis the shifts are $-25$ and $-22$ as. This 3 as mismatch is a relative timing error that no common shift removes, and it changes sign when the packet's $\varphi_2$ is reversed; on the energy axis the mismatch is within the 1 as step of the gate comparison. The better field waveform does not bring better relative timing here.

**Where the settings stop being safe**

The waveform bias from (6), relative to $A$, is $A/k_0$: $0.2087/2.425=8.6\%$ at the crest. For 20 eV electrons in the same field, $k_0=1.212$ au and the estimate doubles to 17%; solving for $A_n$ without the approximation made in (6) gives 15% at the positive crest and 19% at the negative one. For $A/k_0\to0$, both inversions reduce to $A=u/k_0$. The axes still differ: the term $A(k-k_0)$ neglected on the energy axis, divided by the shift $k_0A$, is $(k-k_0)/k_0$. This ratio depends on the bandwidth, not on the field strength.

Bandwidth is a separate limit. Here $\sigma_E/(2W_0)=3.87/160=2.4\%$. A Gaussian continuum 50 eV wide at half maximum at the same energy would raise it to 13%. This is the relative error of the infrared chirp on the momentum axis. Its effect on the trace also depends on the packet's duration, since the chirp phase grows as $t^2$. For an unchirped packet, more bandwidth means a shorter packet and a smaller effect; with $\varphi_2$ held at the value used here, the broad packet is longer and the effect is much larger. The momentum-dependent phase in (1) avoids this error. The expansion also fails when the packet occupies a substantial part of an infrared cycle.

The results are model data for a single line. In neon, with rough binding energies of 21.6 eV for 2p and 48.5 eV for 2s, the second line lies 27 eV below the first. Without infrared light it falls inside the 83 eV window, so it must be removed or modelled. On the momentum axis, the largest positive $A$ carries its centre past the window's lower edge, so modelling it there needs a wider window. In molecules, overlapping lines from different final ion states add as intensities, so one packet in (2) is insufficient. Intensity also varies across a real focus. A 10% change alters $A$ by about 5% and the shifts at the crests by 0.6 to 0.7 eV, blurring the trace.

The omitted ionic attraction changes the apparent timing. A classical estimate integrates the electron's excess speed outside a unit charge, starting at 1 bohr, weighted by $\cos\omega t$ and the pulse envelope, and divides by $-k_0$. It gives about $-5$ as, changing by 0.8 as across the spectral width. Both sizes grow when the starting point is moved inward, so they indicate only the order of magnitude. The constant part shifts packet and gate relative to each other, as an error in the zero of the delay axis would. The common shift of ambiguity 2 does not remove it, and it cannot be recognized unless that zero is known independently. The variation is equivalent to a dispersion of size $0.76\times658/9.12\simeq55$ as², with $\hbar=658$ eV as, or 0.3% of $\varphi_2$. Infrared ionization of the neutral atom is negligible: the Keldysh exponential factor, without its prefactor, is about $3\times10^{-25}$.

**Choosing the settings**

- For the infrared waveform, use the momentum axis, the density $|a|^2$, and $A=u/k_0$. If the program accepts only energy, use $|a|^2k_0/p$ and convert the gate with (5).
- Take $k_0$ from the field-free line at the ends of the scan, and repeat the retrieval with a shifted value to see which results move.
- Use irregular known delays, include infrared-free delays at both ends, and keep $|G|=1$.
- Treat time zero as unknown. For timing at the few-attosecond level, compare both axes on a synthetic trace with similar parameters.
- When $A/k_0$ or $\sigma_E/(2W_0)$ is no longer small, fit (1) with its momentum-dependent phase.
